# Two derivations of the tracer correlation factor on a square lattice

## A factor between jump rate and diffusion

Take a tagged atom in the top layer of a Cu(001) terrace at 350 K, moved by surface vacancies. With the rough parameters given below it jumps on average 4.39 times per second, each time by 0.256 nm. If successive jumps were independent, its diffusion coefficient would be 0.0720 nm²/s. The value for this vacancy mechanism is 0.0336 nm²/s, smaller by a factor of 0.467. Neither the temperature nor any energy enters that factor. It is

$$f=\frac{1}{\pi-1}=0.4669\ldots ,$$

and it comes from the return of the vacancy to the atom it has just moved.

## The model and the quantity to be found

The atoms occupy a square lattice with neighbour distance $a$. A small fraction $c_v$ of the sites is vacant. An atom moves by exchanging places with a vacancy on a nearest-neighbour site, and transition-state theory gives the rate of each such exchange,

$$w=\nu\,e^{-E_m/k_BT},$$

with attempt frequency $\nu$ and migration barrier $E_m$. The tracer is at first taken to be identical to its neighbours apart from its label. All exchanges then have the same rate, and vacancies are neither attracted to the tracer nor repelled by it. Each hop is assumed to forget the previous one.

Each of the four neighbouring sites is vacant with probability $c_v$, so the tracer jumps at the rate $4c_vw$. After a time $t$ it has made on average $n=4c_vwt$ jumps. For independent directions $\langle R^2\rangle=na^2$. In two dimensions $\langle R^2\rangle=4Dt$, and therefore

$$D_{\rm random}=\frac{4c_vwt\,a^2}{4t}=a^2c_vw .$$

The correlation factor is the ratio of the true to the independent-jump result, $f=\lim_{n\to\infty}\langle R_n^2\rangle/(na^2)$, so that $D=f\,a^2c_vw$.

Let $\theta_k$ be the angle between a jump and the $k$-th jump after it. Squaring the sum of $n$ jump vectors gives $n$ diagonal terms and, for each $k$, $n-k$ pairs counted twice:

$$\frac{\langle R_n^2\rangle}{na^2}=1+2\sum_{k=1}^{n-1}\Big(1-\frac kn\Big)\langle\cos\theta_k\rangle .$$

In the limit of small $c_v$ the next jump is caused by the same vacancy as the last one. This limit is approached only logarithmically, because a return in two dimensions can take very long. With the vacancy fraction of the copper example below, on a step-free terrace much wider than the vacancy spacing of about 1 µm, roughly 15 % of the next jumps are still made by another vacancy. With absorbing steps 100 sites away on both sides the share is about 24 %. They hardly affect $f$, because such late jumps come almost equally often from all four sides. Just after a jump the vacancy that caused it occupies the site that the tracer has left, so the last jump fixes the whole starting configuration. Reflection in the line of that jump makes the two sideways directions equally likely. The mean next jump is thus parallel to the last one and equals $C$ times it, with $C=\langle\cos\theta_1\rangle$. Applying this repeatedly gives $\langle\cos\theta_k\rangle=C^k$. Since $|C|<1$, the term with $k/n$ vanishes for large $n$, and the geometric series gives

$$f=1+\frac{2C}{1-C}=\frac{1+C}{1-C}.\qquad(1)$$

It remains to find $C$. Let the tracer be at the origin after a jump along $+x$, with the vacancy at $(-1,0)$ in units of $a$. The vacancy hops to each of its four neighbours with probability 1/4, and a hop onto the origin is the next exchange. An exchange from $(-1,0)$, the back, moves the tracer backwards and has cosine $-1$. One from the front, $(1,0)$, has cosine $+1$. One from either side has cosine 0.

## First derivation: arrival at a mirror line

Consider the line $x=0$ through the tracer. The motion of the vacancy along $x$ is a one-dimensional random walk with pauses, so it reaches this line with certainty. There are two cases.

If the vacancy first meets the line at the origin, it came from $(-1,0)$, because nearest-neighbour hops allow no other approach from the left. The tracer jumps back, with cosine $-1$.

If it first meets the line at another site, every later path has a mirror image in the line with the same probability. The next exchange is then as likely to come from the front as from the back, and the mean cosine is zero.

Hence $C=-P_0$, where $P_0$ is the probability that the first arrival on the line is at the origin.

Let $p(y)$ be the probability that the first arrival is at $(0,y)$, and let $\varphi(k)=\sum_y p(y)e^{iky}$. The first hop has four outcomes:

- A hop to the right ends the walk at $y=0$ and contributes 1.
- A hop up or down shifts the starting point by one site and contributes $e^{ik}\varphi$ or $e^{-ik}\varphi$.
- A hop to the left puts the vacancy two columns from the line. It must first return to the column $x=-1$ and then go on to the line. The two sideways displacements are independent and have the same distribution $p$, so the contribution is $\varphi^2$.

Each outcome has probability 1/4:

$$\varphi=\tfrac14\left(1+2\cos k\,\varphi+\varphi^2\right)
\;\Rightarrow\;
\varphi^2-(4-2\cos k)\varphi+1=0 .$$

The product of the two roots is 1. A Fourier sum of probabilities cannot exceed 1 in magnitude, which selects the smaller root,

$$\varphi(k)=2-\cos k-\sqrt{(2-\cos k)^2-1}.$$

The probability at $y=0$ is the mean of $\varphi$ over $k$,

$$P_0=\frac1{2\pi}\int_{-\pi}^{\pi}\varphi(k)\,dk .$$

The part $2-\cos k$ has mean 2. For the root, write $s=\sin(k/2)$, so that $1-\cos k=2s^2$ and $3-\cos k=2+2s^2$. Then

$$\sqrt{(2-\cos k)^2-1}=\sqrt{(1-\cos k)(3-\cos k)}=2|s|\sqrt{1+s^2}.$$

This is even in $k$, so its mean is $\frac1\pi\int_0^\pi 2s\sqrt{1+s^2}\,dk$. With $u=\cos(k/2)$ one has $s\,dk=-2\,du$ and $1+s^2=2-u^2$. The limits $0,\pi$ become $1,0$, and the minus sign reverses them:

$$\frac1\pi\int_0^\pi2s\sqrt{1+s^2}\,dk=\frac4\pi\int_0^1\sqrt{2-u^2}\,du .$$

Setting $u=\sqrt2\sin\alpha$ turns the last integral into

$$2\int_0^{\pi/4}\cos^2\alpha\,d\alpha=\frac\pi4+\frac12 ,$$

so the mean of the root is $1+2/\pi$. Therefore

$$P_0=2-\Big(1+\frac2\pi\Big)=1-\frac2\pi=0.3634,\qquad C=\frac2\pi-1 .$$

Equation (1) then gives

$$f=\frac{2/\pi}{2-2/\pi}=\frac1{\pi-1}.$$

## Second derivation: counting visits before the return

The second route finds the probability of each of the four directions separately. Let $s=(-1,0)$ now denote the starting site, and let $G(r)$ be the mean number of times the vacancy stands at $r$ before the next exchange, the start included. An exchange from a neighbouring site $e$ of the tracer has probability $G(e)/4$, because each visit there leads to an exchange with probability 1/4.

Every visit to $r\neq0$ is either the start or follows a visit to a neighbour. With $M$ denoting the average over the four neighbours,

$$G(r)=\delta_{r,s}+(MG)(r)\quad(r\ne0),\qquad G(0)=0.\qquad(2)$$

The solution is built from the potential kernel

$$A(r)=\int\!\!\int_{-\pi}^{\pi}\frac{d^2q}{4\pi^2}\,\frac{1-\cos(q\cdot r)}{1-\lambda(q)},\qquad \lambda=\tfrac12(\cos q_x+\cos q_y).$$

Numerator and denominator both vanish as $q^2$ at small $q$, so the integral exists. Averaging $\cos(q\cdot r)$ over the neighbours of $r$ multiplies it by $\lambda$. Hence

$$MA-A=\int\!\!\int\frac{d^2q}{4\pi^2}\,\frac{(1-\lambda)\cos(q\cdot r)}{1-\lambda}=\delta_{r,0}.\qquad(3)$$

Now try

$$G(r)=A(s)+A(r)-A(r-s).$$

Since $A(0)=0$ and $A(-s)=A(s)$, this vanishes at the origin. By (3), $MG-G=\delta_{r,0}-\delta_{r,s}$, which is (2) for $r\neq0$.

The solution must also be the right one. The trial function is bounded, because in $A(r)-A(r-s)$ the integrand has only an integrable $1/|q|$ singularity. The true visit number is bounded too. Hops are equally likely in both directions, so the mean number of visits to $r$ from $s$ equals that to $s$ from $r$, and this is at most 4, since each visit to $s$ ends in an exchange with probability 1/4. The difference of the two functions is bounded, vanishes at the origin and elsewhere equals its neighbour average. Its value at any site is therefore its mean value along a walk stopped at the origin. A walk on the plane reaches the origin with certainty, so the difference is zero.

Three values of $A$ are needed. At $r=0$, equation (3) says that the mean over the four neighbours is 1, and by symmetry they are equal, so $A(1,0)=1$.

For $A(1,1)$ put $q_x=\alpha+\beta$, $q_y=\alpha-\beta$. Then $\lambda=\cos\alpha\cos\beta$ and $1-\cos2\alpha=2\sin^2\alpha$. The mean over a full period of $q_x,q_y$ equals the mean over a full period of $\alpha,\beta$. With $\int_{-\pi}^{\pi}d\beta/(1-c\cos\beta)=2\pi/\sqrt{1-c^2}$ and $c=\cos\alpha$,

$$A(1,1)=\frac1{4\pi^2}\int_{-\pi}^{\pi}2\sin^2\alpha\,\frac{2\pi}{|\sin\alpha|}\,d\alpha=\frac1\pi\int_{-\pi}^{\pi}|\sin\alpha|\,d\alpha=\frac4\pi .$$

Finally, (3) at $r=(1,0)$ reads $A(1,0)=\frac14[A(2,0)+A(0,0)+2A(1,1)]$, which gives $A(2,0)=4-8/\pi$.

The exchange probabilities follow:

$$P_{\rm back}=\tfrac14[2A(1,0)-A(0,0)]=\tfrac12,$$
$$P_{\rm front}=\tfrac14[2A(1,0)-A(2,0)]=\frac2\pi-\frac12=0.1366,$$
$$P_{\rm side}=\tfrac14[2A(1,0)-A(1,1)]=\frac12-\frac1\pi=0.1817 .$$

One back, one front and two sides add up to 1, as certain return requires. The mean cosine is $C=P_{\rm front}-P_{\rm back}=2/\pi-1$, as before, and (1) again gives $1/(\pi-1)$.

Half of all jumps are thus undone by the next one. The front probability shows how often the vacancy travels around the tracer and pushes it onward. Solving the return problem as linear equations on a periodic lattice of $101\times101$ sites gave 0.49995, 0.13667 and 0.18169 for back, front and each side.

## What each derivation assumes

Both routes use equation (1), and with it a dilute set of vacancies and hops without memory. A separate calculation tested equation (1) while keeping both assumptions, with a single vacancy on a periodic lattice. It took the decay rate of a long-wavelength density wave of the tracer from the joint rate equations of tracer and vacancy, with no reference to angles between jumps. On the $101\times101$ lattice it gave $f=0.467048$, and extrapolation to infinite size gave 0.466942, equal to $1/(\pi-1)$ to the digits shown.

The mirror argument needs reflection symmetry about the line through the tracer, and hops that cannot cross the line without landing on it. What the vacancy does after reaching the line is irrelevant as long as it is symmetric. The argument gives the difference between back and front, but not the two separately.

The visit count needs the same hop probabilities everywhere outside the tracer site, since the kernel is a Fourier integral, and it needs certain return to fix the solution. It gives all four directions. The two cases below show the use of the mirror argument where the uniform lattice is lost.

### A tracer with a different exchange rate

Let the tracer exchange at the rate $\rho w$ while all other exchanges keep the rate $w$. Let $h(r)$ be the mean cosine of the next jump when the vacancy is at $r$. It is odd in $x$, so it vanishes on the line $x=0$, and $C=h(-1,0)$. From $(-1,0)$ the total hop rate is $(3+\rho)w$, so

$$(3+\rho)C=-\rho+\sum_{3\ \rm others}h .$$

Everywhere else on the left, $h$ is the average over its neighbours, and $\rho$ does not appear. By linearity the sum over the three other neighbours is proportional to $C$, with a coefficient independent of $\rho$. Call this coefficient $3-H$. Then

$$C=-\frac{\rho}{\rho+H}.$$

At $\rho=1$ this must equal $-(1-2/\pi)$, so $1+H=\pi/(\pi-2)$ and $H=2/(\pi-2)$. Insertion in (1) gives

$$f(\rho)=\frac{H}{H+2\rho}=\frac1{1+\rho(\pi-2)},\qquad D=a^2c_v\,\rho w\,f(\rho).\qquad(4)$$

A slow tracer, $\rho\to0$, has $f\to1$: the vacancy wanders off and loses its direction before the next exchange. For a fast tracer $\rho f\to1/(\pi-2)$, so $D$ saturates at $a^2c_vw/(\pi-2)$. The tracer then swaps back and forth with the vacancy, and net motion waits for the hops of the host atoms. The density-wave calculation gave 0.74489 at $\rho=0.3$ and 0.22600 at $\rho=3$, the same as (4) to these digits.

### Steps that absorb vacancies

Let vacancies vanish at two straight steps at $x=\pm W$, with the tracer midway. A vacancy lost there carries its memory away, and its successor arrives from either side with equal probability. So $C=-P_0$ still holds, with $P_0$ reduced by the losses.

Let $\varphi_j$ be the Fourier sum for a start $j$ columns from the line. The hop balance reads $\varphi_{j+1}+\varphi_{j-1}=(4-2\cos k)\varphi_j$, with $\varphi_0=1$ and $\varphi_W=0$. With $\cosh\kappa=2-\cos k$ the solution is $\varphi_j=\sinh[(W-j)\kappa]/\sinh(W\kappa)$, while without steps $\varphi_1=e^{-\kappa}$. Expanding $\sinh[(W-1)\kappa]$ gives the reduction

$$e^{-\kappa}-\cosh\kappa+\sinh\kappa\coth W\kappa=\frac{2\sinh\kappa}{e^{2W\kappa}-1}.$$

For large $W$ small $k$ dominates, where $\kappa\simeq|k|$. The mean over $k$ is then

$$\Delta C\simeq\frac2\pi\int_0^\infty\frac{k\,dk}{e^{2Wk}-1}=\frac2\pi\,\frac1{4W^2}\,\frac{\pi^2}6=\frac{\pi}{12W^2}.$$

For $W=20$ this is $6.545\times10^{-4}$, and a direct solution on the strip gave $6.552\times10^{-4}$. The result holds for a central tracer and for jumps normal to the steps.

## Why a finite vacancy fraction is needed

The limit $c_v\to0$ must be taken after the limit of long times. Suppose there were a single vacancy on an infinite plane. After $m$ hops its position relative to the tracer has variance $m/2$ along each axis, so the probability of finding it on a given nearby site is about $1/(\pi m)$. Four neighbours, each with exchange probability 1/4, give $1/(\pi m)$ exchanges per hop. Summed over hops, the number of exchanges grows as $(1/\pi)\ln m$. Between hops 400 and 1600 this predicts $\ln4/\pi=0.441$ exchanges, and propagation of the probabilities gave 0.438. Return is certain, but the returns become ever rarer, and the tracer has no linear diffusion law. A finite $c_v$ supplies new vacancies at a steady rate and restores it.

Other vacancies also disturb the memory. The probability of a first arrival at the tracer's own site on the mirror line falls as $m^{-2}$: a factor $m^{-3/2}$ for first reaching the line and $m^{-1/2}$ for the spread along it. The chance that another vacancy has interfered by then is at most of order $c_vm$. Summing the product up to $m\sim1/c_v$ gives an upper estimate of order $c_v\ln(1/c_v)$ for the change of $f$.

A periodic lattice with one vacancy per $N$ sites is simpler. There $A$ is a sum over wave vectors without the term $q=0$. For $A(2,0)$, averaged over $x$ and $y$, the missing term has the limit $q^2/(q^2/4)=4$. So $A(2,0)$ falls by $4/N$, and $C=-A(2,0)/4$ rises by $1/N$ to leading order. On the $101\times101$ lattice $N$ times the shift was 1.0001. Since $df/dC=2/(1-C)^2=1.076$, the factor $f$ rises by $1.076/N$, which accounts for the difference between 0.467048 and 0.466942.

## The copper surface in numbers

The parameters are rough typical values for Cu(001): vacancy formation energy $E_f=0.50$ eV, $E_m=0.40$ eV, $\nu=10^{13}$ s⁻¹ and $a=0.256$ nm. At 350 K, $k_BT=0.03016$ eV. Without formation entropy,

$$c_v=e^{-0.50/0.03016}=6.3\times10^{-8},$$
$$w=10^{13}\,e^{-0.40/0.03016}=1.74\times10^7\ {\rm s^{-1}}.$$

The product $4c_vw$ is 4.39 s⁻¹, and $a^2c_vw=0.0720$ nm²/s. Multiplication by 0.4669 gives

$$D=0.0336\ {\rm nm^2/s}=3.4\times10^{-16}\ {\rm cm^2/s}.$$

In 600 s the root-mean-square displacement is $\sqrt{4\times0.0336\times600}=9.0$ nm.

On a real surface the prefactor and the energies are far less certain than $f$. An error of 0.05 eV in $E_f+E_m$ changes $D$ by a factor of 5.2, and a formation entropy of $1\,k_B$ raises it by 2.7. The Wigner estimate of tunnelling, with $\nu$ standing in for the barrier frequency, raises $w$ by 8 %. Recrossing of the barrier would lower $w$ and is not estimated here. The factor $f$ is more robust. Other vacancies change it by at most about $10^{-6}$. Steps 100 sites (25.6 nm) away on both sides raise it by a relative $6\times10^{-5}$ for jumps normal to them. If diagonal hops had a barrier higher by 0.20 eV, an assumed value, their rate would be $1.3\times10^{-3}$ of the normal one, and $f$, still taken relative to independent jumps, would rise by about 0.25 %.

The assumption of an identical tracer matters more for $f$. It fails when the tagged atom is of another element. With a barrier lower by 0.02 eV and all else fixed, $\rho=1.94$ and $f$ falls to 0.31. $D$ rises by a factor of 1.29, not 1.94. With a barrier higher by 0.02 eV, $\rho=0.52$, $f=0.63$ and $D$ falls to 0.69 of its value. A foreign atom may also bind the vacancy or alter the hops of its neighbours. Equation (4) then no longer holds, and the rates around that atom must enter the return problem individually. The numerical output below lists most of the values used here.

## Table of computed values

```
RETURN PROBABILITIES AND CORRELATION (dimensionless)
arrival probability P0, integral      0.363380
1 - 2/pi                              0.363380
kernel A(1,0), A(1,1), A(2,0)         1.00000 1.27324 1.45352
back, front, each side, formula       0.50000 0.13662 0.18169
back, front, each side, 101x101 torus 0.49995 0.13667 0.18169
mean cosine C = 2/pi - 1              -0.363380
f = 1/(pi-1)                          0.466942
f from diffusivity, 101x101 torus     0.467048
f from diffusivity, extrapolated      0.466942
f on 11x11 torus: eigenvalue, limit   0.47599 0.47601
f at rho=0.3: numeric, formula       0.74489 0.74489
f at rho=3.0: numeric, formula       0.22600 0.22600
N times shift of C on 101x101 torus   1.0001
df/dC at the exact C                  1.0760
sink shift of C, W=20: numeric, form. 6.552e-04 6.545e-04
exchanges, hops 400-1600: num., form. 0.4382 0.4413
EXAMPLE: Cu(001) top layer, rough parameters
temperature                           350 K
thermal energy kT                     0.03016 eV
neighbour distance a                  0.256 nm
formation energy, migration barrier   0.50 eV, 0.40 eV
attempt frequency                     1.0e+13 1/s
vacancy fraction c_v                  6.314e-08
exchange rate w per neighbour         1.739e+07 1/s
tracer exchange rate 4 c_v w          4.392 1/s
D without correlation                 0.0720 nm^2/s
D with correlation                    0.0336 nm^2/s
D with correlation                    3.360e-16 cm^2/s
rms displacement in 600 s             8.98 nm
SIZE OF NEGLECTED EFFECTS IN THE EXAMPLE
other vacancies, c_v ln(1/c_v)        1.0e-06
steps at 100 sites (25.6 nm), df/f      6.0e-05
tunnelling, Wigner increase of w      7.8 %
formation entropy of 1 k: factor in D 2.72
energy error 0.05 eV: factor in D     5.25
tracer barrier 0.02 eV lower : rho, f, D ratio 1.941 0.311 1.293
tracer barrier 0.02 eV higher: rho, f, D ratio 0.515 0.630 0.695
diagonal hops, barrier +0.20 eV: share  1.3e-03
hops per attempt period, w/nu         1.7e-06
```
